\section*{Mean number of jumps before an fcc vacancy meets a solute}

\section*{Problem}

A single vacancy moves through an infinite fcc crystal by exchanging places with one of its 12 nearest neighbours, each chosen with probability $1/12$ independently of earlier jumps. Every site except the vacancy's starting site holds a solute with probability $c$, independently of the others. The vacancy \emph{meets} a solute when it jumps onto the solute's site; that jump is counted, and it ends the walk. Let $N$ be the number of jumps made, and let $\langle\cdot\rangle$ denote the average over walks and solute arrangements.

\begin{enumerate}
\item[(a)] Express $\langle N\rangle$ through the number $S_n$ of distinct sites seen in $n$ jumps, the start included.
\item[(b)] Find $\langle S_n\rangle$ for large $n$, allowing for repeated visits.
\item[(c)] Find $\langle N\rangle$ for small $c$, with its first correction, and evaluate it for $c=0.001$.
\item[(d)] How does the answer change if the walk ends as soon as the vacancy is a nearest neighbour of a solute?
\item[(e)] How does it change if exchange with a solute is slower than exchange with a host atom by a factor $w\le 1$?
\item[(f)] Convert the result of (c) to a time and a distance for lattice parameter $a=0.40$ nm, migration energy 0.60 eV, attempt frequency $10^{13}\,\mathrm{s^{-1}}$ per direction and temperature 300 K. Estimate some of the effects left out.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Only new sites matter}

Solutes do not move before they are met, because an atom moves only by exchange with the vacancy. A site already visited without a meeting holds no solute, so a repeated visit cannot end the walk. Continue the walk in thought as if solutes were absent. No meeting has occurred in $n$ jumps if the $S_n-1$ sites seen besides the start are all free of solute. For a given path this has probability $(1-c)^{S_n-1}$. Averaging over paths and using $\langle N\rangle=\sum_{n\ge0}P(N>n)$,
\begin{equation}
P(N>n)=\left\langle(1-c)^{S_n-1}\right\rangle,\qquad
\langle N\rangle=\sum_{n=0}^{\infty}\left\langle(1-c)^{S_n-1}\right\rangle .
\label{eq:survival}
\end{equation}
If every jump reached a new site, then $S_n=n+1$ and the sum would be $1/c$, or 1000 jumps for $c=0.001$.

\subsection*{(b) Counting distinct sites}

\paragraph{Return to the start.} Let $u_n$ be the probability of being at the start after $n$ jumps, and let $G(z)=\sum_n u_nz^n$. The Fourier transform of one jump is
\begin{equation}
\lambda(\mathbf k)=\tfrac13(c_xc_y+c_yc_z+c_zc_x),\qquad c_i=\cos(k_ia/2).
\end{equation}
Hence $u_n$ is the Brillouin-zone average of $\lambda^n$, and $G(z)$ is the average of $1/(1-z\lambda)$. The value $G_0=G(1)$ is the mean number of visits to the start. If $R$ is the probability of ever returning, the number of visits is geometrically distributed, so $G_0=1/(1-R)$.

To evaluate $G_0$, put $x=k_xa/2$ and $y=k_ya/2$, and do the $k_z$ average with $\frac1\pi\int_0^\pi d\zeta/(A-B\cos\zeta)=1/\sqrt{A^2-B^2}$, where $A=1-\frac13c_xc_y$ and $B=\frac13(c_x+c_y)$. The map $(x,y)\to(\pi-x,\pi-y)$ changes only the sign of $B$, so the half-square $x+y<\pi$ can be counted twice. With $x=st$, $y=s(1-t)$ and Jacobian $s$,
\begin{equation}
G_0=\frac{2}{\pi^2}\int_0^\pi ds\int_0^1dt\,\frac{s}{\sqrt{A^2-B^2}} .
\end{equation}
The root is proportional to $s$ near the origin, so the integrand is smooth there. Gauss--Legendre quadrature gives
\begin{equation}
G_0=1.34466,\qquad R=1-1/G_0=0.2563 .
\end{equation}
Immediate reversal accounts for only $1/12=0.083$ of $R$; returns after three or more jumps supply the rest.

\paragraph{Rate of finding new sites.} Jump $n$ reaches a new site if the walk's position then differs from all its earlier positions. Read backwards, this says that a walk of $n$ jumps never returns to its start. The reversed walk has the same statistics, so the probability is $r_n$, that of no return within $n$ jumps. With $r_0=1$, $\langle S_n\rangle=\sum_{m=0}^n r_m$.

Every walk of $n$ jumps has a last visit to its start, at some time $m$. Summing over $m$ gives
\begin{equation}
\sum_{m=0}^n u_m r_{n-m}=1
\quad\Rightarrow\quad
\sum_n r_nz^n=\frac{1}{(1-z)G(z)} .
\end{equation}
Forming partial sums multiplies a generating function by $1/(1-z)$, so
\begin{equation}
\sum_n\langle S_n\rangle z^n=\frac{1}{(1-z)^2G(z)} .
\label{eq:gen}
\end{equation}

\paragraph{Behaviour near $z=1$.} Large $n$ is governed by $\delta=1-z\to0$. Since $\lambda$ is linear in each cosine, its extremes lie at $c_i=\pm1$, and $-\frac13\le\lambda\le1$. Thus $z=1$ is the only singular point on the unit circle. We have
\begin{equation}
\frac1{1-\lambda}-\frac1{1-z\lambda}=\frac{\delta\,\lambda}{(1-\lambda)(1-z\lambda)},
\end{equation}
whose average is dominated by small $k$. There $1-\lambda\simeq k^2l^2/6$, with jump length $l=a/\sqrt2$. The volume per site is $\Omega=a^3/4=l^3/\sqrt2$. With $\kappa^2=6\delta/l^2$,
\begin{align}
G_0-G(z)&\simeq\Omega\,\delta\,\frac{36}{l^4}\int\frac{d^3k}{(2\pi)^3}\frac{1}{k^2(k^2+\kappa^2)}
=\Omega\,\delta\,\frac{36}{l^4}\,\frac{1}{2\pi^2}\,\frac{\pi}{2\kappa}\nonumber\\
&=\frac{9\,\Omega\,\delta}{\pi l^4\kappa}=\frac{9}{\sqrt{12}\,\pi}\sqrt\delta
\equiv g\sqrt{\delta},\qquad g=\frac{3\sqrt3}{2\pi}=0.8270 .
\end{align}
Therefore $1/G\simeq1/G_0+g\sqrt\delta/G_0^2$, and \eqref{eq:gen} becomes $\delta^{-2}/G_0+(g/G_0^2)\,\delta^{-3/2}$. The coefficient of $z^n$ is $n+1$ in $\delta^{-2}$ and tends to $\sqrt n/\Gamma(\frac32)=2\sqrt{n/\pi}$ in $\delta^{-3/2}$. Dropping constants,
\begin{equation}
\langle S_n\rangle\simeq\frac{n}{G_0}+\frac{2g}{G_0^2}\sqrt{\frac n\pi} .
\label{eq:Sn}
\end{equation}
At long times a fraction $1/G_0=0.744$ of jumps find new sites. The square-root term is positive because a young walk has had less time to close long loops. For $n=1345$ the formula gives 1019 sites; counting them in 2500 simulated walks gives $1020.3\pm0.6$, where the uncertainty is one standard error.

\subsection*{(c) The mean number of jumps}

For small $c$, $(1-c)^{S}\simeq e^{-cS}$. Replace $S_n$ by its mean, turn the sum into an integral, and expand in the square-root term:
\begin{align}
\langle N\rangle&\simeq\int_0^\infty dn\,e^{-cn/G_0}\left(1-\frac{2cg}{G_0^2\sqrt\pi}\sqrt n\right)\nonumber\\
&=\frac{G_0}{c}-\frac{2cg}{G_0^2\sqrt\pi}\,\frac{\sqrt\pi}{2}\left(\frac{G_0}{c}\right)^{3/2}
=\frac{G_0}{c}-\frac{g}{\sqrt{cG_0}} .
\label{eq:result}
\end{align}

\paragraph{Fluctuations of $S_n$.} Let $\sigma_n$ be the standard deviation of $S_n$. Cut a walk of $2m$ jumps in the middle. Then $S_{2m}$ is the sum of two independent counts minus the number $I$ of sites common to both halves. Seen from the cut, the halves are independent walks from one point. Let $G_m(\mathbf x)$ be the mean number of visits to $\mathbf x$ within $m$ jumps. For one half, the mean product of visit numbers at $\mathbf x$ and $\mathbf y$ is at most $[G_m(\mathbf x)+G_m(\mathbf y)]\,G_m(\mathbf x-\mathbf y)$. Since $I$ is no larger than the number of coincidences between the halves,
\begin{equation}
\langle I^2\rangle\le\sum_{\mathbf x,\mathbf y}[G_m(\mathbf x)+G_m(\mathbf y)]^2G_m(\mathbf x-\mathbf y)^2
\le4\Big[\sum_{\mathbf x}G_m(\mathbf x)^2\Big]^2 .
\end{equation}
The last bracket equals $\sum_{i,j\le m}u_{i+j}$. Because $u_n\propto n^{-3/2}$ at large $n$, it grows as $\sqrt m$, so $\langle I^2\rangle$ grows no faster than $m$. Hence $\sigma_{2m}\le\sqrt2\,\sigma_m+K\sqrt m$ with a constant $K$. Each doubling adds at most a constant to $\sigma_n/\sqrt n$, and $\sigma_n^2$ grows no faster than $n\ln^2n$. The second-order term $\frac12c^2\sigma_n^2e^{-cn/G_0}$, summed over $n$, is then at most of order $\ln^2(1/c)$. For $c\to0$ this is small beside $c^{-1/2}$. Higher cumulants are neglected in this estimate.

\paragraph{Numbers.} For $c=0.001$,
\begin{equation}
\langle N\rangle\simeq1344.7-\frac{0.8270}{\sqrt{0.00134466}}=1344.7-22.6\simeq1322\ \text{jumps}.
\end{equation}
Repeated visits thus raise the naive value of 1000 by about 32\%. Two simulations compare with this:
\begin{itemize}
\item Inserting the counted $S_n$ of the 2500 walks, each 15\,000 jumps long, in \eqref{eq:survival} gives $1322.8\pm0.6$.
\item Releasing 30\,000 vacancies in one frozen random arrangement of solutes on a periodic lattice of $256^3$ sites gives $1335\pm8$, which is 1.6 standard errors higher.
\end{itemize}

The correction relative to the leading term is $g\sqrt c/G_0^{3/2}=0.53\sqrt c$: 1.7\% here and 5.3\% at $c=0.01$. In the latter case \eqref{eq:result} gives 127.3 jumps and the counted walks give $128.3\pm0.1$, so the neglected terms amount to about one jump. The expansion loses its value when $0.53\sqrt c$ is no longer small.

The mean is not a typical waiting number with a narrow spread. To leading order $P(N>n)=e^{-cn/G_0}$, an exponential law, whose median is $\ln2=0.69$ times its mean. The frozen-solute simulation has median 926, also 0.69 of its mean.

\subsection*{(d) Stopping beside a solute}

Let $W_n$ be the number of sites that the vacancy has either visited or stood next to within $n$ jumps. The argument of (a) holds with $S_n$ replaced by $W_n$. To find $\langle W_n\rangle$, let $h_m$ be the mean number of sites, other than the start, that first have the vacancy as a neighbour at time $m$; thus $h_0=12$. After $n$ jumps the vacancy is on some site. Either this is the start, with probability $u_n$, or it is a site next to which the vacancy first stood at an earlier time $m$.

From a neighbour of a site, the probability of being on that site $j$ jumps later is $u_{j+1}$, since a walk that begins on the site must first step to one of its 12 equivalent neighbours. Therefore
\begin{equation}
u_n+\sum_{m=0}^n h_m\,u_{n-m+1}=1
\quad\Rightarrow\quad
\sum_m h_mz^m=\frac{z\left[\frac{1}{1-z}-G(z)\right]}{G(z)-1} .
\end{equation}
Near $z=1$ the generating function of $\langle W_n\rangle$ is thus $1/[(1-z)^2(G-1)]$, apart from terms that add constants to $\langle W_n\rangle$. This is \eqref{eq:gen} with $G$ replaced by $G-1$. The steps leading to \eqref{eq:result} then give
\begin{equation}
\langle N_{\rm nn}\rangle\simeq\frac{G_0-1}{c}-\frac{g}{\sqrt{c(G_0-1)}}
=344.7-44.5\simeq300\ \text{jumps}.
\label{eq:shell}
\end{equation}
The leading term is $R$ times that of (c), because $G_0-1=RG_0$: a vacancy next to an isolated solute goes on to meet it with probability $R$, and otherwise wanders off.

A frozen-solute simulation in which no vacancy starts beside a solute gives 306.9 jumps. Equation \eqref{eq:shell} includes such starts, which have $N_{\rm nn}=0$. They are absent with probability $(0.999)^{12}=0.988$, so the comparable simulated value is $0.988\times306.9=303$, about 1\% above the formula.

\subsection*{(e) Slow exchange with the solute}

Treat slow exchange as an attempt that succeeds with probability $w$. A refused vacancy stays next to the solute, from where it attempts the same solute again with probability $R$ in the dilute limit. The probability $p$ that an encounter ends in exchange obeys
\begin{equation}
p=w+(1-w)Rp\quad\Rightarrow\quad p=\frac{w}{1-(1-w)R} .
\end{equation}
New solutes are encountered at a rate $c/G_0$ per jump, so
\begin{equation}
\langle N_w\rangle\simeq\frac{G_0}{cp}=\frac{G_0}{cw}\left[w+\frac{1-w}{G_0}\right]
=\frac1c\left(G_0-1+\frac1w\right).
\label{eq:slow}
\end{equation}
Refused attempts number $1/w-1$ per meeting on average. This is less than a fraction $c$ of $\langle N_w\rangle$ for every $w$, so it matters little whether they are counted as jumps. At $w=1$ the leading term of (c) returns. For $w\ll1$ the result tends to $1/(cw)$: new solutes are encountered only at the rate $c/G_0$, but each is then tried $1/(1-R)=G_0$ times on average, so the geometry of the walk cancels.

For $w=0.5$ the formula gives 2345 jumps. This is the leading term only. The first correction has the form of that in \eqref{eq:result} with $G_0$ replaced by $G_0-1+1/w$, and it lowers the value by 17 to about 2328. A simulation with 10\,000 vacancies gives 2389 with a sampling error near 1\%, as for an exponential law. It lies about 2.5 sampling errors above 2328, so it confirms the result only to within about 3\% and does not resolve the correction.

\subsection*{(f) Time, distance and neglected effects}

\paragraph{Time.} At 300 K, $k_BT=0.02585$ eV, and the total jump rate is
\begin{equation}
\Gamma=12\times10^{13}\,e^{-0.60/0.02585}\ \mathrm{s^{-1}}\simeq1.0\times10^4\ \mathrm{s^{-1}} .
\end{equation}
The mean time to the meeting is $1322/\Gamma=0.13$ s. At 350 K, with the barrier unchanged, it is 4.8 ms. The number of jumps stays the same, because with equal barriers temperature sets only the pace.

\paragraph{Distance.} Let $\mathbf R_n$ be the displacement after $n$ jumps. Whether the walk is still alive at $n$ depends on the solutes and on the jumps already made, not on the next jump $\mathbf d$. Since $\langle\mathbf d\rangle=0$, each jump made adds $l^2$ on average to $R_n^2$, and
\begin{equation}
\langle R_N^2\rangle=l^2\sum_{n\ge0}P(N>n)=l^2\langle N\rangle .
\end{equation}
With $l=0.40/\sqrt2=0.283$ nm, the rms displacement is $0.283\sqrt{1322}=10.3$ nm.

\paragraph{Comparison with a real alloy.} The parameters are rough values for a quenched dilute fcc alloy ageing near room temperature, and they describe no particular metal. One doubtful assumption is that solute and host atoms exchange equally fast. If the solute's barrier is higher by 0.05 eV, then $w=e^{-0.05/0.02585}=0.145$, and \eqref{eq:slow} gives about 7300 jumps, more than five times the answer of (c). If instead the vacancy is held as soon as it arrives beside a solute, about 300 jumps suffice. Within this model, the definition of a meeting and a change of this size in the solute's exchange barrier therefore matter far more than the 1.7\% correction in \eqref{eq:result}.

Other vacancies also compete. Take a quenched-in fraction of $10^{-5}$, and let two vacancies pair when they become neighbours. Their relative position performs the same walk at twice the rate, so by the leading term of \eqref{eq:shell} pairing occurs at a rate $2\times10^{-5}/(G_0-1)$ per jump. This is about 8\% of the solute meeting rate $c/G_0$. The ratio is proportional to the vacancy fraction: at $10^{-4}$, which a fast quench from high temperature can retain, it is about 80\%, and pairing can no longer be treated as a small effect. Dislocations matter less in annealed metal: at a density of $10^8\ \mathrm{cm^{-2}}$ they are about 1000 nm apart, a hundred times the distance travelled. In heavily worked metal, at $10^{11}$ to $10^{12}\ \mathrm{cm^{-2}}$, the spacing falls to 30 to 10 nm, comparable with that distance, and they cannot be neglected. Solute clustering, long-range strain, and attraction or repulsion between vacancy and solute before they meet are not included, and their effect has not been estimated here.
